A Dirac electron at an electrostatic and a scalar step

**Problem**

An electron moves along x and meets a potential step at x = 0. Its stationary state obeys the one-dimensional Dirac equation

[c σ_x p + σ_z (mc² + S(x)) + V(x)] ψ = E ψ,  p = −iħ d/dx,  ψ = (u, v).

Here σ_x and σ_z are Pauli matrices, and E includes the rest energy. The electrostatic potential energy V adds to the energy. The Lorentz-scalar potential S adds to the rest energy and therefore stands beside mc². Both vanish for x < 0 and are constant for x > 0.

Two components suffice for motion along one axis. The four-component equation then separates into two pairs, one for each direction of the spin along x, and the second pair takes the same form as the first once the sign of its lower component is reversed.

The electron comes from the left with E > mc². Find the transmitted fraction T of its current

(a) for an electrostatic step, V > 0 and S = 0, including heights above 2mc²;

(b) for a scalar step, S > 0 and V = 0.

Which of the two steps can hold the electron back however high it is made? Evaluate both for E = 1.25 mc² and a height of 2.5 mc².

Hartree units are awkward here, since mc² is 18778.87 hartree. We set ħ = m = c = 1, so that energies are in mc², momenta in mc and lengths in ħ/(mc) = 0.007297 bohr. With M = 1 + S, the two rows of the equation are

−i v′ = (E − V − M) u,

−i u′ = (E − V + M) v.

**First estimate by scaling**

A slow particle without relativity is turned back once the step exceeds its kinetic energy E − 1. To see what relativity changes, let the step be much higher than E and 1, and insert a wave exp(iqx), for which −i d/dx gives q.

For the electrostatic step both brackets are close to −V:

q v ≈ −V u,  q u ≈ −V v.

Multiplying the two equations gives q² ≈ V². The momentum is real, so the wave propagates, and |v| ≈ |u|.

For the scalar step the brackets have opposite signs:

q v ≈ −S u,  q u ≈ S v.

Now q² ≈ −S². The wave decays as exp(−κx) with κ ≈ S, and its density decays over a depth

depth ≈ 1/(2S).

The size of T behind the high electrostatic step can also be estimated. It requires the current, which follows from the time-dependent equation i ∂ψ/∂t = Hψ, or

∂ψ/∂t = −σ_x ∂ψ/∂x − i(σ_z M + V)ψ.

In ∂(ψ†ψ)/∂t the last term cancels against its conjugate, because σ_z M + V is Hermitian. What remains is

∂(ψ†ψ)/∂t = −∂(ψ†σ_xψ)/∂x,

so the current is

j = ψ†σ_xψ = u*v + v*u = 2 Re(u*v).

Let the incident wave have components 1 and a. For V = S = 0 and momentum k, the second row gives

a = k/(E + 1),  k² = E² − 1.

Its current is 2a. Behind the high step the two components are equally large, and the small lower component of the incoming wave limits them both to order a. The transmitted current is then of order a², so that

T ~ a²/a = a.

This fixes the power of a but not the numerical factor. For E = 1.25 we have k = 0.75 and a = 0.75/2.25 = 1/3, so the estimate is T ~ 0.3. A high electrostatic step should leak strongly, while a high scalar step should not leak at all.

**Exact solution**

*Waves behind the step.* For constant V and S the two rows read

q v = (E − V − M) u,  q u = (E − V + M) v.

Multiplying them and dividing by uv gives

q² = (E − V)² − M².

The allowed energies are therefore V ± √(q² + M²). An electrostatic step shifts both continua upward together and leaves the forbidden gap at its width of 2, from V − 1 to V + 1. A scalar step widens the gap, which then extends from −(1 + S) to 1 + S. At height 2.5 the gap runs from 1.5 to 3.5 in the first case and from −3.5 to 3.5 in the second. The energy 1.25 lies below the first gap, in the raised lower continuum, but inside the second.

The ratio of the components follows from the second row:

b = v/u = q/(E − V + M).

Squaring this and inserting q² = (E − V − M)(E − V + M) gives

b² = (E − V − M)/(E − V + M).

*Which wave is outgoing.* The equation for q² has two roots, ±q. Differentiating (E − V)² = q² + M² gives 2(E − V) dE = 2q dq, so the group velocity is

dE/dq = q/(E − V).

If V > E + 1 and S = 0, then E − V is negative, and a wave that travels to the right has negative q. The denominator E − V + 1 of b is negative as well, so b is positive. This agrees with the current: a wave (1, b) with real b carries 2b, which points to the right for b > 0. If q² is negative, we take q = iκ with κ > 0, because the other root grows without limit.

*Matching.* The derivative of ψ equals finite coefficients times ψ. Integrated over a vanishing interval around x = 0 it gives zero, so both components are continuous. On the left there is also a reflected wave of amplitude r. Its momentum is −k, so its components are r(1, −a). With the transmitted wave t(1, b), continuity at x = 0 requires

1 + r = t,

a(1 − r) = b t.

Inserting the first line into the second gives a − ar = b + br, hence

r = (a − b)/(a + b),  t = 1 + r = 2a/(a + b).

The incident current is 2a, the reflected current has magnitude 2a|r|², and the transmitted current is 2|t|² Re b. For real b, therefore,

R = |r|² = (a − b)²/(a + b)²,

T = (b/a) t² = 4ab/(a + b)².

Since (a + b)² − (a − b)² = 4ab, the sum R + T is 1. For imaginary b = iβ the numbers a − iβ and a + iβ have equal magnitude, so R = 1. The transmitted current vanishes because Re b = 0. Everything thus depends on the sign of b².

*Electrostatic step.* With M = 1,

b² = (E − V − 1)/(E − V + 1).

There are three ranges.

- V < E − 1: both brackets are positive, and the electron is partly transmitted.
- E − 1 < V < E + 1: the brackets have opposite signs, and reflection is total.
- V > E + 1: both brackets are negative, b² is positive again, and the electron is partly transmitted. This is the Klein zone.

At V = E − 1 we have b = 0 and r = 1. At V = E + 1 the bounded solution behind the step has u = 0, so 1 + r = 0 and r = −1. Reflection is total at both edges.

A height above 2 is therefore necessary for Klein transmission, because E > 1, but it is not sufficient for a given electron. The condition is V > E + 1. Seen the other way, a step with V > 2 transmits electrons with 1 < E < V − 1 and reflects those with V − 1 ≤ E ≤ V + 1.

In the Klein zone

b² = (V − E + 1)/(V − E − 1) = 1 + 2/(V − E − 1).

As V grows, b falls from infinity towards 1. The derivative

dT/db = 4a(a − b)/(a + b)³

is negative, because b > 1 > a. Hence T rises steadily with V. Just above the threshold, with δ = V − E − 1 much smaller than 1, b ≈ √(2/δ) is large and

T ≈ 4a/b ≈ 4a √(δ/2).

In the opposite limit b → 1, and T → 4a/(1 + a)². With a = k/(E + 1) this becomes

T → 4k(E + 1)/(E + 1 + k)².

The denominator is (E + 1)² + 2k(E + 1) + k². Since k² = (E − 1)(E + 1), it equals (E + 1)(E + 1 + 2k + E − 1) = 2(E + 1)(E + k). Therefore

T → 2k/(E + k)  for V → ∞.

An infinitely high sharp electrostatic step still transmits every moving electron in part.

*Scalar step.* With V = 0 and M = 1 + S,

b² = −(S + 1 − E)/(S + 1 + E).

This is negative for every S > E − 1. At S = E − 1 it is zero, which gives r = 1. Reflection is thus total at every height from the kinetic energy upward, and no second zone of transmission follows. A lower scalar step transmits partly. At S = E − 1 itself the reflection is total, but κ = 0 and the density behind the step is constant. The scalar step therefore confines the electron at every height above the kinetic energy, and only there.

The density behind the step falls as exp(−2κx), with

κ = √((1 + S)² − E²).

The depth 1/(2κ) shrinks to zero as S grows. In that limit b → i, so that v = iu at the wall. Neither component has to vanish there, but the current 2 Re(u*v) does. An electrostatic step cannot bind the wave to its surface so tightly: in its reflecting range κ² = 1 − (E − V)² never exceeds 1.

**Numbers, and comparison with the estimate**

*Electrostatic step of height 2.5.* The Klein zone for E = 1.25 starts at V = 2.25 mc², or 42252 hartree, so this step lies inside it. Here V − E = 1.25, and

q = −√(1.25² − 1) = −0.75,

b = √(2.25/0.25) = 3,

T = 4 · (1/3) · 3/(1/3 + 3)² = 4/11.11 = 0.36,  R = 0.64.

The group velocity is (−0.75)/(−1.25) = 0.6, to the right. If q = +0.75 were taken instead, b would be −3 and R would be (10/3)²/(8/3)² = 1.5625. That solution contains a wave arriving at the step from the right, and its current is added to the reflected one.

*Scalar step of height 2.5.* Here b² = −2.25/4.75, so b = 0.688i, R = 1 and T = 0. The decay constant is κ = √(3.5² − 1.25²) = 3.269, and the depth is 0.153 ħ/(mc), or 0.00112 bohr.

*Other heights.* The transmitted fractions, electrostatic first and scalar second, are

- height 0.1: 0.9866 and 0.9810;
- heights 1.0, 2.0 and 2.2: 0 and 0;
- height 5: 0.6455 and 0;
- height 10: 0.7065 and 0;
- height 100: 0.7462 and 0.

The electrostatic step of height 2.2 exceeds 2mc² and still reflects this electron completely, because 2.2 < E + 1. At height 0.1 the scalar step transmits slightly less. Its b² = 0.15/2.35 has the same numerator as the electrostatic 0.15/2.15 but a larger denominator, so b lies further below a.

*The estimate for T.* Scaling gave T ~ a = 0.33 for a very high step, and the exact limit is 2 · 0.75/(1.25 + 0.75) = 0.75. The missing factor is 4/(1 + a)² = 2.25, which tends to 4 for slow electrons. The estimate thus has the right power of a and the right order of magnitude. Its closeness to T = 0.36 at V = 2.5 is accidental: that step is not high in the sense assumed, since b is 3 and not 1.

*The estimate for the depth.* For S = 2.5, 10 and 100 the estimate 1/(2S) gives 0.2, 0.05 and 0.005, while the exact depths are 0.153, 0.0458 and 0.00495. The estimate is too large by 31 %, 9 % and 1 % of the exact value. The reason is that κ ≈ S + 1 for a high wall: the estimate left out the electron's own rest energy.

*A check in time.* The matching relied on the choice of the outgoing wave. A wave packet needs no such choice. A packet built from positive-energy waves around k = 0.75, with a standard deviation of 15 in position, was started at x = −80 and followed numerically for a time of 270.

At the electrostatic step of height 2.5, a probability of 0.3602 passed. The formula averaged over the momenta in the packet gives 0.3591, so the two differ by 0.3 % of the latter. This difference of about 0.001 is an error of the finite grid spacing and time step: no energy in the packet has T above 0.3600, and with finer discretization the transmitted probability converges to 0.359. The transmitted part was centred at x = 81.7, and its mean momentum was −0.749. The incident packet travels at k/E = 0.6 and the transmitted one at q/(E − V) = 0.6. The two speeds are equal only because V = 2E in this example, and together they place the centre near −80 + 0.6 · 270 = 82. The transmitted part moves to the right with negative momentum, as the group velocity requires. At the scalar step of the same height, the probability behind the step at the end was below 10⁻⁷. This is no leakage: it is no larger than the tail of the packet that already lay at x > 0 at the start, about 5 · 10⁻⁸.

**Where the results hold**

The large Klein transmission belongs to a sharp step. If V(x) rises gradually, the electron must cross a region where |E − V(x)| < 1 and its wave decays. For a uniform slope F this region has the width 2/F. With s = E − V(x), the leading tunnelling factor is

exp(−2∫κ dx) = exp[−(2/F) ∫ √(1 − s²) ds] = exp(−π/F),

where s runs from −1 to 1 and the integral is π/2. In ordinary units the exponent is −πm²c³/(ħF). A gentle slope therefore suppresses the transmission exponentially. The suppression is already clear for V(x) = 1.25 [1 + tanh x], which rises from 12 % to 88 % of its height between x = −1 and x = 1, over about two lengths ħ/(mc): the numerical solution gives T = 0.0425 instead of 0.36.

The scalar confinement does not depend on the shape of the rise. In a stationary state the current is the same at every x. Deep inside the wall the wave decays and the current is zero, so it is zero everywhere. This does require a thick wall. Across a scalar wall of finite thickness L with κL much larger than 1, the amplitude falls by about exp(−κL), and a probability of order exp(−2κL) leaks through.

Finally, T describes one electron in a given potential. In the Klein zone, the states that carry the current behind the electrostatic step belong to the lower continuum. Where that continuum is treated as filled, a step above 2mc² can create electron–positron pairs, and the one-particle T alone no longer describes what happens. The scalar step keeps the two continua apart, with a gap on its far side that contains the gap on the near side, and this difficulty does not arise.

The numerical output below lists the main values used here.

Computed values

```
mc^2 = 18778.87 hartree
hbar/(mc) = 0.007297 bohr
total energy E = 1.25 mc^2; kinetic energy = 0.25 mc^2
incident momentum k = 0.7500 mc; spinor ratio a = 0.3333
Klein zone for this E starts at V = 2.25 mc^2 = 42252 hartree
gap behind V = 2.5: 1.50 to 3.50 mc^2
gap behind S = 2.5: -3.50 to 3.50 mc^2
height (mc^2) | T electrostatic | T scalar  (sharp step)
     0.1      |  0.9866         |  0.9810
     1.0      |  0.0000         |  0.0000
     2.0      |  0.0000         |  0.0000
     2.2      |  0.0000         |  0.0000
     2.5      |  0.3600         |  0.0000
     5.0      |  0.6455         |  0.0000
    10.0      |  0.7065         |  0.0000
   100.0      |  0.7462         |  0.0000
limit of T for V to infinity = 0.7500
V = 2.5: outgoing q = -0.7500 mc, ratio b = 3.0000
V = 2.5: group velocity = 0.6000 c
V = 2.5: R = 0.6400; wrong sign of q gives R = 1.5625
S = 2.5 mc^2: kappa = 3.2692 mc/hbar, b = 0.6882 i, depth = 0.15294 hbar/(mc)
S = 10.0 mc^2: kappa = 10.9287 mc/hbar, b = 0.8921 i, depth = 0.04575 hbar/(mc)
S = 100.0 mc^2: kappa = 100.9923 mc/hbar, b = 0.9877 i, depth = 0.00495 hbar/(mc)
depth for S = 2.5 in bohr = 0.001116
V = 2.5, tanh step of width 1 hbar/(mc): T = 0.0425
packet: start x = -80, width = 15 hbar/(mc), run time = 270 hbar/(mc^2)
packet, V = 2.5: transmitted probability = 0.3602
packet, V = 2.5: formula averaged over packet = 0.3591
packet, V = 2.5: mean x behind step = 81.7 hbar/(mc)
packet, V = 2.5: mean p behind step = -0.7491 mc (expected -0.7491 mc)
packet, S = 2.5: probability behind step = 4.4e-08
```
